Why a round magnetic lens cannot lose its axial chromatic aberration

**Result**

Electrons of charge −e, rest mass m and momentum p travel along the axis z of a static, rotationally symmetric magnetic field. Its axial value is B(z). There is no electric field between an object point z_o on the axis and its real image z_i, and space charge is neglected. In a scanning electron microscope (SEM) the image plane is the specimen plane. Define

K(z) = (eB/2p)² = eB²/(8mV*),  V* = V(1 + eV/2mc²),

where V is the acceleration voltage and p² = 2meV*. Let h(z) be the height of a paraxial ray in the frame that turns with the beam, with h(z_o) = h(z_i) = 0 and |h'(z_i)| = 1. A prime means d/dz.

An electron arriving with half-angle α, and with V* too large by the fraction ε = δV*/V*, misses the axis in the plane z_i by C_c α|ε|, where

C_c = ∫K h² dz = ∫h'² dz > 0. (1)

The integrals run from z_o to z_i. The result is of first order in α and ε. Since C_c is referred to the specimen side, α is the angle at the specimen.

The voltage fraction follows from V* = V + eV²/2mc²:

δV*/V* = (δV/V)(1 + eV/mc²)/(1 + eV/2mc²).

At SEM voltages the last factor is close to one.

**First derivation: the perturbed ray**

Write the transverse position as u = x + iy. Near the axis B_z ≈ B, and zero divergence requires B_r ≈ −rB'/2, so B_x + iB_y = −uB'/2. With a dot for the time derivative, the Lorentz force on a charge −e is

F_x + iF_y = −e[(ẏ − iẋ)B + iż(B_x + iB_y)]
= ie(u̇B + żuB'/2).

A static magnetic field does no work, so the speed v and the momentum p stay constant. To first order in the slope ż = v, hence u̇ = vu', and the rate of change of transverse momentum is pvu''. Therefore

u'' = (ie/p)(Bu' + B'u/2).

Now set u = w exp(iθ) with θ' = eB/2p. Then

u' = (w' + iθ'w) exp(iθ),
u'' = (w'' + 2iθ'w' + iθ''w − θ'²w) exp(iθ).

Because eB/p = 2θ' and eB'/2p = θ'', the right side of the ray equation is

[2iθ'(w' + iθ'w) + iθ''w] exp(iθ) = (2iθ'w' − 2θ'²w + iθ''w) exp(iθ).

The terms in w' and θ'' cancel between the two sides, leaving

w'' + Kw = 0,  K = θ'². (2)

The lens attracts the ray to the axis for either sign of B. Where w = 0 the formula for u' gives |u'| = |w'|, so angles at the object and image points are the same in both frames.

Let s and g be two solutions of (2) with

s(z_o) = 0, s'(z_o) = 1;  g(z_o) = 1, g'(z_o) = 0.

Their Wronskian gs' − g's has zero derivative by (2), and it equals one at z_o. At the image s(z_i) = 0. A point at height 1 in the object plane is imaged at height g(z_i), which is the magnification M. The Wronskian there gives

M s'(z_i) = 1.

Now raise V* by the fraction ε. Since K is proportional to 1/V*, it becomes K(1 − ε) to first order. Inserting w + δw in (2) and keeping first-order terms gives

δw'' + Kδw = εKw.

The electron starts from the same point with the same slope α_o, so w = α_o s and δw = δw' = 0 at z_o. The solution is

δw(z) = ∫[g(t)s(z) − s(t)g(z)] εK(t)w(t) dt, from z_o to z.

To verify it, note that the bracket vanishes at t = z, while its derivative with respect to z equals the Wronskian, one, at t = z. Two differentiations therefore reproduce the source term. At the image s(z_i) = 0 and g(z_i) = M, so

δw(z_i) = −Mα_o ε ∫Ks² dz.

The ray with unit slope at the image is h = |M|s, hence ∫Ks² dz = (1/M²)∫Kh² dz. The arriving slope is w'(z_i) = α_o s'(z_i) = α_o/M. Thus

δw(z_i) = −C_c ε w'(z_i),  C_c = ∫Kh² dz. (3)

The minus sign means that a faster electron has not yet reached the axis. It crosses at z_i + C_c ε. The changed energy also changes the rotation θ, but that rotation acts on a height w(z_i) which is already of first order, so its effect on an axial point is of second order.

If the field also changes by the fraction β, K changes by the fraction 2β − ε. The factor ε in (3) then becomes ε − 2β. Lens-current noise therefore acts through the same coefficient with twice the weight, provided B is proportional to the current.

*Positivity.* The integrand Kh² is nowhere negative. If its integral were zero, B would have to vanish wherever h ≠ 0. The zeros of h are isolated, because a solution of (2) with h = h' = 0 at one point is zero everywhere. A continuous B would then vanish along the whole path, h would be a straight line, and it could not return to the axis. A real image therefore implies C_c > 0. The argument makes no assumption about the number of lenses, their polarities or the number of intermediate images.

The second form in (1) follows from Kh = −h'':

∫Kh² dz = −∫hh'' dz = −[hh'] + ∫h'² dz = ∫h'² dz,

since h vanishes at both ends.

**Second derivation: the excess path length**

This route starts from the action instead of the force. At fixed energy in a static magnetic field, a trajectory makes ∫(p ds − eA·dx) stationary, where A is the vector potential. Near the axis A has the transverse components (B/2)(−y, x), and ds ≈ (1 + |u'|²/2)dz. The integrand per unit z is

L = p(1 + |u'|²/2) − (eB/2) Im(u*u').

Here the asterisk on u means complex conjugate. In the rotating frame,

|u'|² = |w'|² + θ'²|w|² + 2θ' Im(w*w'),
Im(u*u') = Im(w*w') + θ'|w|².

With eB/2 = pθ', the terms in Im(w*w') cancel and

L = p + (p/2)(|w'|² − K|w|²). (4)

Its stationary paths obey w'' = −Kw, which recovers (2) without the force law.

To find the landing point, label each ray by its transverse canonical momentum P at z_i. For complex numbers let a·b mean Re(a*b), the ordinary dot product of the two plane vectors. Define

J(P, p) = ∫L dz − P·u(z_i),

evaluated on the path that makes this expression stationary, with u(z_o) = 0 and the end u(z_i) free. Varying the path gives the equation of motion inside the interval, and at the end

∂L/∂u' = pu' − i(eB/2)u = P.

On the axis this is P = pu', so |P|/p = α for a nominal ray. Such a ray exists for each small P, because the slope of h at z_i is not zero.

Since J is stationary with respect to the path, its derivatives come from the explicit dependence alone:

∂J/∂P = −u(z_i),
∂J/∂p = ∫(1 + |u'|²/2) dz.

The vector potential does not depend on the electron's momentum and contributes nothing to the second line. What remains is the geometrical length of the path. Equality of the mixed derivatives gives

∂u(z_i)/∂p = −∂/∂P ∫(1 + |u'|²/2) dz. (5)

The landing error is thus fixed by how the path length varies with angle. A nominal ray from the axial object point has |w| = αh and constant phase in the rotating frame, so Im(w*w') = 0. Its length exceeds that of the axis by

ΔL = (α²/2)∫(h'² + Kh²) dz. (6)

The two terms contribute equally. By (2), h'² − Kh² = h'² + hh'' = (hh')', whose integral vanishes between two zeros of h. Hence

ΔL = C_c α² = C_c |P|²/p².

The gradient with respect to P is 2C_c P/p². A momentum change δp therefore produces

u(z_i) = −C_c (2δp/p)(P/p).

From p² = 2meV* we have 2δp/p = δV*/V* = ε, and P/p is the arriving slope. This is (3) again, with the same sign.

Here positivity is geometrical. The ray and the axis join the same two points, and the axis is the straight line between them. The curved ray is longer, and C_c is its excess length divided by α².

**What each derivation assumes**

Both assume a static magnetic field, small angles, a small energy deviation and a real image. The first uses the force law and the linear ray equation of a round lens. It gives the displacement as a weighted integral along the ray, and a change of lens current enters with no further work. Its proof of positivity from the integrand Kh² uses K ≥ 0, which holds in a round magnetic lens.

The second needs conserved energy and a stationary action. Its positivity argument uses less symmetry. Add magnetic quadrupoles, keep the axis straight, and suppose the whole system still forms a point image. The quadrupoles add to L terms quadratic in u but independent of p, so (5) still holds. The excess length is now

Q(P) = ½∫|u'|² dz,

a quadratic form in P that is positive for P ≠ 0. Taking the dot product of (5) with P gives P·u(z_i) = −2δp Q(P), which is not zero. Formula (1) is then lost, since the error may depend on azimuth, but the aberration cannot vanish.

Electric fields break both proofs. The momentum then varies along the path, and the derivative of the action with respect to energy E is ∫(∂p/∂E) ds = ∫ds/v, a travel time. The straight axis is the shortest path but need not be the quickest. Electron mirrors and combined electric and magnetic multipoles therefore lie outside the theorem, as do time-dependent fields, which do not conserve energy. Static round electrostatic lenses free of space charge, in which the electron does not reverse direction, still have C_c > 0 at a real image (Scherzer's theorem), but that needs a different proof, not given here.

**A lower bound and the thin lens**

Integrating Kh = −h'' once gives ∫Kh dz = h'(z_o) − h'(z_i). With h = |M|s this has the magnitude |M||1 − 1/M| = |1 − M|. Let h̄ = ∫Kh dz/∫K dz be the mean ray height weighted with K. Expanding the square in ∫K(h − h̄)² dz gives

C_c = (1 − M)²/∫K dz + ∫K(h − h̄)² dz. (7)

The last term is not negative, so the first is a lower bound. For a first image M < 0 and the bound is positive.

In a thin lens h is constant across the field. The last term vanishes, ∫K dz = 1/f with f the focal length, and

C_c = f(1 − M)².

For strong demagnification C_c approaches f. For a thin lens with the object distance fixed and greater than f, a shorter focal length lowers the aberration but does not remove it. In a strong, thick lens C_c and f need not fall together.

**A solvable field**

Take the bell-shaped field B = B₀/(1 + z²/a²), whose half-width at half-maximum is a. Put

z = a cot φ,  h = y/sin φ,  k² = a²K(0),  ω² = 1 + k².

Since d/dz = −(sin²φ/a) d/dφ, differentiation gives

h' = −(y_φ sin φ − y cos φ)/a,
h'' = (sin³φ/a²)(y_φφ + y),

where subscripts denote derivatives. Also Kh = k² sin³φ y/a², so (2) becomes y_φφ + ω²y = 0. The solution vanishing at the object is y = A sin[ω(φ_o − φ)]. It next vanishes at

φ_i = φ_o − π/ω,

which is a real image if φ_i > 0. There y_φ = Aω, so unit slope requires A = a/(ω sin φ_i). The same slope formula at the object gives |M| = sin φ_o/sin φ_i. With K = k² sin⁴φ/a² and |dz| = a dφ/sin²φ,

C_c = (k²A²/a)∫sin²[ω(φ_o − φ)] dφ = (k²A²/a)(π/2ω)
= πak²/(2ω³ sin²φ_i). (8)

**A low-voltage SEM objective**

Let V = 1000 V, B₀ = 60 mT and a = 2 mm, with the object, a beam crossover, at z_o = −200 mm. The half-angle at the specimen is 8 mrad. The full energy width is taken as 0.70 eV, comparable to the width at half maximum of a Schottky emitter. A real distribution has tails beyond this width, so the disc found below marks the electrons at ±0.35 eV and not the edge of the spot.

Here V* = 1000.98 V, which gives k² = 0.3163 and ω = 1.1473. The object angle is φ_o = π − arctan(2/200) = 3.1316 rad, so φ_i = 3.1316 − π/1.1473 = 0.3933 rad. The specimen lies at z_i = 2 cot φ_i = 4.82 mm, and M = −0.0261. Formula (8) gives

C_c = π × 2 mm × 0.3163/(2 × 1.1473³ × sin²0.3933) = 4.48 mm.

For this field ∫K dz = (k²/a)∫sin²φ dφ = 0.2453 mm⁻¹. The lower bound is 1.0261²/0.2453 = 4.29 mm. By (7), the remaining 0.19 mm arises because the ray height varies inside the field.

An electron 0.35 eV above the mean has ε = 3.503 × 10⁻⁴. It lands at the radius

4.479 × 10⁶ nm × 0.008 × 3.503 × 10⁻⁴ = 12.6 nm.

Electrons at the two ends of the energy width thus fill a disc 25.1 nm across. Their foci are 3.14 µm apart, so refocusing cannot bring both to a point. The excess path of the marginal ray is C_c α² = 287 nm.

The effects left out can be sized for the same lens. Spherical aberration was found by numerical integration of the relativistic Lorentz equation in the complete off-axis field of the bell. Its coefficient is C_s = 11.8 mm, giving a radius C_s α³ = 6.05 nm in the paraxial plane. A defocus changes the landing radius at angle t to C_s(t³ − ¾α²t), whose largest magnitude for t ≤ α is C_s α³/4 = 1.5 nm. The diffraction radius 0.61λ/α is 2.96 nm for the wavelength λ = 0.0388 nm. The same ray tracing puts the second-order chromatic term at about 0.004 nm. A relative current ripple of 10⁻⁶ contributes 2C_c α × 10⁻⁶ = 0.07 nm.

At a probe current of 100 pA the mean spacing of electrons along the beam is 30 mm, and the Coulomb energy of a pair at that distance is 5 × 10⁻⁸ eV. This average does not describe chance close pairs, or the larger current upstream of the aperture.

Chromatic error is thus the largest contribution considered at 8 mrad. With voltage and lens held fixed, it equals the diffraction radius when α² = 0.61λ/(C_c ε). This gives α = 3.9 mrad, where each radius is 6.1 nm.

The chosen values illustrate a low-voltage magnetic objective with the specimen a few millimetres from the centre of the field. Real pole pieces do not produce an ideal bell. A Gaussian field with the same half-width, its peak adjusted to 60.5 mT to keep the same focus, gives C_c = 4.45 mm by numerical integration of (2), a change of −0.6%. A larger departure occurs in columns that slow the beam with an electric field near the specimen. Equation (1) does not then apply, and the coefficient, referred to the landing energy, can be lower by a factor of two or three for mild deceleration and by ten or more when the specimen is strongly biased; that case is not calculated here.
